# Electron density and neutral background edge at an infinite barrier: a program that tests the result

```python
"""Free electrons at an infinite barrier (wall at x = 0, electrons at x > 0).

Results under test, in atomic units:
  density         n(x) = n * (1 - 3*j1(y)/y),  y = 2*kF*x,  n = kF**3/(3*pi**2)
  background edge b = 3*pi/(8*kF), fixed by neutrality
  potential step  D = kF*(1/pi - 3*pi/32), electron energy outside minus inside
Symbols: kF Fermi wave number, n bulk density, j1 spherical Bessel function.
The density is that of non-interacting electrons in a flat potential.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import spherical_jn

pi = np.pi
bohr = physical_constants["Bohr radius"][0] * 1e10          # angstrom
hartree = physical_constants["Hartree energy in eV"][0]     # eV

# Model input: a round electron density
density_A = 0.05                                            # 1/angstrom^3
n_bulk = density_A * bohr**3
kF = (3 * pi**2 * n_bulk) ** (1 / 3)

# Derived formulas
def density_formula(x):
    y = 2 * kF * x
    return n_bulk * (1 - 3 * spherical_jn(1, y) / y)

edge = 3 * pi / (8 * kF)
step = kF * (1 / pi - 3 * pi / 32)

# Density from the filled standing waves, by quadrature over k
nodes, weights = np.polynomial.legendre.leggauss(600)
k_nodes = 0.5 * kF * (nodes + 1)
k_weights = 0.5 * kF * weights

def density_orbitals(x):
    x = np.atleast_1d(x)
    waves = np.sin(np.outer(x, k_nodes)) ** 2
    return waves @ (k_weights * (kF**2 - k_nodes**2)) / pi**2

# Test: electrons per area at fixed k, by counting in-plane lattice points
k_test = 0.6 * kF
side = 2 * pi * 400 / kF
m = np.arange(-401, 402)
q_squared = (2 * pi / side) ** 2 * (m[:, None] ** 2 + m[None, :] ** 2)
counted = 2 * np.count_nonzero(q_squared + k_test**2 <= kF**2) / side**2
assert abs(counted / ((kF**2 - k_test**2) / (2 * pi)) - 1) < 2e-3

# Test: density formula against a diagonalized finite-difference slab.
# Finite width and grid spacing leave relative errors of order 1e-4.
width = 60.5 * pi / kF
points = 6000
dx = width / (points + 1)
x_grid = dx * np.arange(1, points + 1)
energies, vectors = eigh_tridiagonal(
    np.full(points, 1 / dx**2), np.full(points - 1, -0.5 / dx**2),
    select="i", select_range=(0, 64))
filled = energies < kF**2 / 2
occupation = (kF**2 - 2 * energies[filled]) / (2 * pi)
density_slab = (vectors[:, filled] ** 2 / dx) @ occupation
near = x_grid < width / 4
slab_error = np.max(np.abs(density_slab[near]
                           - density_formula(x_grid[near]))) / n_bulk
assert slab_error < 5e-4

# Test: density formula against the orbital integral
x_test = np.linspace(0.05, 60, 300) / kF
assert np.allclose(density_orbitals(x_test), density_formula(x_test),
                   rtol=0, atol=1e-11 * n_bulk)

# Tests: behaviour at the wall and far inside
x_small = 0.02 / kF
wall_ratio = density_orbitals(x_small)[0] / (0.4 * n_bulk * (kF * x_small)**2)
assert abs(wall_ratio - 1) < 1e-4
x_far = np.linspace(100, 150, 200) / kF
y_far = 2 * kF * x_far
ripple = density_orbitals(x_far) / n_bulk - 1
assert np.all(np.abs(ripple - 3 * np.cos(y_far) / y_far**2) < 3.1 / y_far**3)

# Test: first density maximum lies at a zero of j2
peak = minimize_scalar(lambda x: -density_orbitals(x)[0] / n_bulk,
                       bounds=(2 / kF, 4 / kF), method="bounded",
                       options={"xatol": 1e-9})
x_peak, height_peak = peak.x, -peak.fun
assert abs(spherical_jn(2, 2 * kF * x_peak)) < 1e-5

# Test: edge from the integrated deficit of the orbital density.
# Cutting the integral at y = 400 leaves a relative error near 1e-5.
depth = 200 / kF
x_quad = 0.5 * depth * (nodes + 1)
w_quad = 0.5 * depth * weights
n_quad = density_orbitals(x_quad)
edge_numeric = w_quad @ (1 - n_quad / n_bulk)
assert abs(edge_numeric / edge - 1) < 5e-5

# Test: edge from discrete slab levels, by counting electrons
def edge_from_levels(levels):
    slab = (levels + 0.5) * pi / kF
    k = np.arange(1, levels + 1) * pi / slab
    electrons = np.sum(kF**2 - k**2) / (2 * pi)
    return slab, 0.5 * (slab - electrons / n_bulk)

slab_table = [edge_from_levels(levels) for levels in (10, 100, 1000)]
slab_errors = [abs(b / edge - 1) for _, b in slab_table]
assert slab_errors[0] > slab_errors[1] > slab_errors[2]
assert slab_errors[2] < 5e-4

# Test: field change if the background started at the wall
field_numeric = 4 * pi * (w_quad @ (n_bulk - n_quad))
assert abs(field_numeric / (kF**2 / 2) - 1) < 5e-5

# Test: potential step by integrating Poisson's equation twice from outside.
# The remaining ripple at this depth is about 1e-4 of the step.
step_numeric = 4 * pi * (w_quad @ ((depth - x_quad) * n_quad)
                         - n_bulk * (depth - edge) ** 2 / 2)
assert abs(step_numeric / step - 1) < 5e-4

# Electrons between the wall and the background edge
x_strip = 0.5 * edge * (nodes + 1)
strip = 0.5 * edge * (weights @ density_orbitals(x_strip))

print(f"bulk density n             = {density_A:.4f} 1/angstrom^3")
print(f"Fermi wave number kF       = {kF / bohr:.4f} 1/angstrom")
print(f"Fermi energy kF^2/2        = {kF**2 / 2 * hartree:.3f} eV")
print(f"background edge b, formula = {edge * bohr:.4f} angstrom")
print(f"background edge b, formula = {edge:.4f} bohr")
print(f"edge from density integral = {edge_numeric * bohr:.4f} angstrom")
for slab, b in slab_table:
    print(f"slab width {slab * bohr:9.2f} angstrom: edge {b * bohr:.4f} angstrom")
print(f"largest slab density error = {slab_error:.1e} of n")
for x_A in (0.25, 0.5, 1.0, 1.5, 2.0, 3.0, 4.0, 5.0):
    value = density_orbitals(x_A / bohr)[0] / n_bulk
    print(f"n(x)/n at x = {x_A:.2f} angstrom = {value:.4f}")
print(f"n(x)/n at the edge b       = {density_orbitals(edge)[0] / n_bulk:.4f}")
print(f"first maximum at x         = {x_peak * bohr:.4f} angstrom")
print(f"first maximum at 2 kF x    = {2 * kF * x_peak:.4f}")
print(f"n(x)/n at first maximum    = {height_peak:.4f}")
print(f"electrons from wall to b   = {strip / bohr**2:.5f} 1/angstrom^2")
print(f"leftover charge, edge at 0 = {n_bulk * edge / bohr**2:.5f} e/angstrom^2")
print(f"field change, edge at 0    = {kF**2 / 2 * hartree / bohr:.3f} V/angstrom")
print(f"potential step D / kF      = {step / kF:.6f} (atomic units)")
print(f"potential step D, formula  = {step * hartree:.4f} eV")
print(f"potential step D, Poisson  = {step_numeric * hartree:.4f} eV")
print(f"potential step D, formula  = {step:.5f} hartree")
print("tests ok")
```

Output:

```
bulk density n             = 0.0500 1/angstrom^3
Fermi wave number kF       = 1.1397 1/angstrom
Fermi energy kF^2/2        = 4.949 eV
background edge b, formula = 1.0337 angstrom
background edge b, formula = 1.9534 bohr
edge from density integral = 1.0337 angstrom
slab width     28.94 angstrom: edge 1.0173 angstrom
slab width    277.02 angstrom: edge 1.0320 angstrom
slab width   2757.85 angstrom: edge 1.0335 angstrom
largest slab density error = 1.1e-04 of n
n(x)/n at x = 0.25 angstrom = 0.0321
n(x)/n at x = 0.50 angstrom = 0.1240
n(x)/n at x = 1.00 angstrom = 0.4319
n(x)/n at x = 1.50 angstrom = 0.7738
n(x)/n at x = 2.00 angstrom = 1.0092
n(x)/n at x = 3.00 angstrom = 1.0496
n(x)/n at x = 4.00 angstrom = 0.9644
n(x)/n at x = 5.00 angstrom = 1.0109
n(x)/n at the edge b       = 0.4557
first maximum at x         = 2.5285 angstrom
first maximum at 2 kF x    = 5.7635
n(x)/n at first maximum    = 1.0862
electrons from wall to b   = 0.00851 1/angstrom^2
leftover charge, edge at 0 = 0.05168 e/angstrom^2
field change, edge at 0    = 9.352 V/angstrom
potential step D / kF      = 0.023786 (atomic units)
potential step D, formula  = 0.3904 eV
potential step D, Poisson  = 0.3904 eV
potential step D, formula  = 0.01435 hartree
tests ok
```
